# Formation energy of a doubly positive donor under negative gate bias, part 1

(Sections cited here and not found follow in the second part.)

## First half: formation energy and local Fermi level

### A donor with one level

Remove a neutral oxygen atom from an n-type oxide film. Suppose that the vacancy has one localized level of energy $\varepsilon_d$, which holds the two electrons left behind, and that these electrons do not interact. Let $E_0$ be the energy needed to make this neutral vacancy. The film touches metal contacts whose electrons have the electrochemical potential $\mu_e$.

To turn the neutral vacancy into a doubly positive one, take both electrons out of the level and put them into a contact. Each electron gives up $\varepsilon_d$ and acquires $\mu_e$, so the energy needed to make the charged vacancy is

$$E_{2+}=E_0+2(\mu_e-\varepsilon_d).$$

Now let a gate change the electrostatic potential of the whole film by a uniform amount $\phi$, while the contacts keep $\mu_e$ fixed. An electron has charge $-e$, with $e>0$, so its level moves to $\varepsilon_d-e\phi$. The neutral vacancy was made by removing a neutral atom. No net charge was moved, and a uniform potential does no work on it, so $E_0$ is unchanged. Therefore

$$E_{2+}(\phi)=E_0+2(\mu_e-\varepsilon_d+e\phi)=E_{2+}(0)+2e\phi .$$

A negative gate makes $\phi$ negative. With $\delta=-e\phi>0$ the change is $-2\delta$. All electron levels of the film, including its band edges, have risen by $\delta$ relative to the contacts, which is the same as saying that the Fermi level has fallen by $\delta$ relative to the bands. The factor 2 counts the electrons that go to the contacts.

The general case adds interacting electrons, a potential that varies in space, several charge states, and the charge of the new donors themselves.

### Setting and conventions

Let $\phi(x)$ be the macroscopic potential in the film, with $\phi=0$ at flat band. The valence-band edge is $E_V(x)=E_V^0-e\phi(x)$. The local Fermi level is measured from this edge:

$$E_F(x)=\mu_e-E_V(x)=E_F^0+e\phi(x),\qquad E_F^0=\mu_e-E_V^0 .$$

Its lowering is $\delta(x)=E_F^0-E_F(x)=-e\phi(x)$. The gap is taken as fixed, so measuring from the conduction-band edge would give the same $\delta$.

The assumptions are these.

1. The temperature $T$ and the energy $\mu_a$ of the removed atom in its reservoir are fixed.
2. The defect exchanges electrons with contacts at $\mu_e$.
3. The atomic structure of the defect in a given charge state does not depend on $\phi$.
4. The surroundings respond linearly to the charge of the defect, and this response is the same with and without gate bias.
5. The potential varies little over the size of the defect.

### Lemma 1: the charge is the slope

**Lemma 1.** The formation energy of the vacancy in charge state $q$ (charge $+qe$) is

$$E_q=A_q+q\,E_F(x_0),$$

where $x_0$ is the position of the defect and $A_q$ does not depend on the Fermi level.

**Proof.** Begin at flat band. Let $U_q$ be the energy of the film with the defect in state $q$ and $U_h$ that of the intact film. The removed atom ends in its reservoir with energy $\mu_a$. The defect has given up $q$ electrons, and these end in the contacts with energy $q\mu_e$. Hence

$$E_q^{\rm flat}=U_q-U_h+\mu_a+q\mu_e .$$

Insert $\mu_e=E_V^0+E_F^0$ and collect the terms that do not contain $E_F^0$:

$$E_q^{\rm flat}=A_q+qE_F^0,\qquad A_q=U_q-U_h+\mu_a+qE_V^0 .$$

Now apply the gate bias. Build up the charge $Q$ of the defect from 0 to $qe$ in small steps, each brought from the contacts, where the potential is zero. By assumption 4 the potential at the defect during this process is $\phi(x_0)+sQ$, where the constant $s$ describes the response of the surroundings. The work is

$$W_q=\int_0^{qe}\left[\phi(x_0)+sQ\right]dQ=qe\,\phi(x_0)+\tfrac12 s(qe)^2 .$$

The second term is present at flat band too and is already part of $A_q$. The bias therefore adds $qe\phi(x_0)$:

$$E_q=A_q+qE_F^0+qe\phi(x_0)=A_q+qE_F(x_0).\qquad\blacksquare$$

If vibrations matter, $U_q$ and $U_h$ are free energies at temperature $T$, and the proof is the same.

The lemma treats the charge as a point. If it has a density $\Delta\rho(x)$ per unit length, with total $qe$, the leading term left out is

$$\int\Delta\rho\,[\phi(x)-\phi(x_0)]\,dx\approx\phi'(x_0)\int\Delta\rho\,(x-x_0)\,dx .$$

It vanishes for a charge that is symmetric about $x_0$. For an offset $a$ its size is $qe|\phi'|a$.

### Theorem 1

**Theorem 1.** Under assumptions 1 to 5, lowering the local Fermi level by $\delta$ changes the formation energies of the neutral, singly and doubly positive states by

$$\Delta E_0=0,\qquad \Delta E_{1+}=-\delta,\qquad \Delta E_{2+}=-2\delta .$$

**Proof.** By Lemma 1, $\Delta E_q=q\,\Delta E_F$, because $A_q$ is fixed. Here $\Delta E_F=-\delta$. Set $q=0,1,2$. $\blacksquare$

The theorem does not ask how the Fermi level was lowered. Lowering $\mu_e$ at fixed potential, or lowering $e\phi$ at fixed $\mu_e$, gives the same change of $E_F$. A negative gate does the second.

**A computed case.** A chain of non-interacting electrons shows the factor 2 arising from a count of states. Number its 241 sites from $j=0$ to 240. Even sites are cations with orbital energy $+1.5$ eV, odd sites are anions with $-1.5$ eV, and neighbours are coupled by 1 eV. Each orbital state holds two electrons. A vacancy is made by deleting one anion orbital and coupling its two cation neighbours by $-0.8$ eV. The two electrons in an anion orbital stand for those that the anion has taken from the cations, so this orbital is empty in the neutral atom. Removing the neutral atom therefore takes no electrons out of the chain. The charges of the remaining ion cores are unchanged, and their energies cancel in the difference. Numerical diagonalization gives the levels of the intact and the defective chain. All levels below $\mu_e$ are filled, and the formation energy, apart from the constant $\mu_a$, is the difference of the summed electron energies plus $\mu_e$ times the number of electrons lost.

With $\mu_e=0$, at midgap, the count gives two lost electrons. Now raise all orbital energies by the smooth profile $0.8\,(1-j/241)^2$ eV, which imitates band bending. For a vacancy at site 41 the local rise is $\delta=0.5510$ eV and the formation energy changes by $-1.1019$ eV. At site 121 the values are $0.1983$ eV and $-0.3967$ eV. In both places the change is $-2\delta$ to within about $10^{-4}$ eV, with $\delta$ taken at the vacancy and not at the end of the chain, where the bending is largest.

This vacancy has one level in the gap, 0.9689 eV above midgap. With $\mu_e=1.3$ eV the level is filled and the vacancy is neutral. A profile of the same shape with a quarter of the height then changes its formation energy by only $0.00001$ eV.

### Lemma 2: from energy to concentration

**Lemma 2.** Let there be $N_s$ possible vacancy sites per volume, independent of one another, and let $g_q$ be the degeneracy of state $q$. In equilibrium the vacancy density is

$$c=N_s\frac{Z}{1+Z},\qquad Z=\sum_q g_q\,e^{-E_q/k_BT}.$$

**Proof.** A site is either intact, with energy 0 and weight 1, or vacant in state $q$, with weight $g_qe^{-E_q/k_BT}$. The exchange of atoms and electrons with the reservoirs is already contained in $E_q$. The total weight of a vacant site is $Z$, so the probability of finding it vacant is $Z/(1+Z)$. Multiply by $N_s$. $\blacksquare$

If $Z\ll1$ and the doubly positive state dominates with $g_2=1$, then $c\approx N_se^{-E_{2+}/k_BT}$. Theorem 1 then gives, at fixed temperature and fixed $\delta$,

$$\frac{c(\delta)}{c(0)}\approx e^{2\delta/k_BT}.$$

This is the sense in which creation is favoured. Without the dilute approximation, and with $z$ and $z'$ the weights before and after the lowering, the ratio is

$$\frac{c(\delta)}{c(0)}=\frac{z'}{1+z'}\,\frac{1+z}{z}=e^{2\delta/k_BT}\,\frac{1+z}{1+z'} .$$

Since $z'>z$, the last fraction is below 1: filling of the sites reduces the gain. Take $E_{2+}=0.30$ eV, $\delta=0.04$ eV and $k_BT=0.02871$ eV. The exponential is 16.226. An explicit sum over all possible numbers of vacancies on 2000 sites gives 16.219. The small difference is the factor $(1+z)/(1+z')$, with $z'=e^{-0.22/0.02871}\approx5\times10^{-4}$.

### Lemma 3: a vacancy that is neutral at first

The gain of $2\delta$ belongs to the doubly positive state. If the vacancy is neutral before the bias is applied, the quantity that fixes its total density is

$$G=-k_BT\ln Z ,$$

since Lemma 2 gives $c\approx N_se^{-G/k_BT}$ for $Z\ll1$.

**Lemma 3.** $dG/dE_F=\langle q\rangle$, the mean charge number of a vacancy. Hence, for charge states 0 to 2, $G$ falls by at most $2\delta$.

**Proof.** By Lemma 1, $dE_q/dE_F=q$. Therefore

$$\frac{dG}{dE_F}=-\frac{k_BT}{Z}\frac{dZ}{dE_F}
=-\frac{k_BT}{Z}\sum_q\left(-\frac{q}{k_BT}\right)g_qe^{-E_q/k_BT}
=\frac1Z\sum_q q\,g_qe^{-E_q/k_BT}.$$

The last expression is $\langle q\rangle$. Integrating from $E_F^0-\delta$ to $E_F^0$ gives the fall

$$G(E_F^0)-G(E_F^0-\delta)=\int_{E_F^0-\delta}^{E_F^0}\langle q\rangle\,dE_F ,$$

and $\langle q\rangle\le2$. $\blacksquare$

Let $\varepsilon$ be the Fermi level at which $E_{2+}=E_0$. This is the $(2+/0)$ level. With $y=E_F-\varepsilon$, Lemma 1 gives $E_{2+}=E_0+2y$. Keep these two states with $g_0=g_2=1$. Then

$$G=E_0-k_BT\ln\left(1+e^{-2y/k_BT}\right).$$

For $y\gg k_BT$ the exponential is negligible and $G\approx E_0$. For $y\ll-k_BT$ it dominates and $G\approx E_0+2y$. At $y=0$ both states count equally and $G=E_0-k_BT\ln2$.

Define $\delta_{th}=E_F^0-\varepsilon$, the distance from the initial Fermi level down to the $(2+/0)$ level. If $\delta_{th}\gg k_BT$ and $\delta-\delta_{th}\gg k_BT$, the initial value is $G\approx E_0$. The final value follows from $y=\delta_{th}-\delta$, and the fall is

$$G(E_F^0)-G(E_F^0-\delta)\approx2(\delta-\delta_{th}) .$$

If $\delta$ stays below $\delta_{th}$ by several $k_BT$, there is almost no fall. The first part of the lowering only brings the charged state down to the energy of the neutral one.

The chain shows the same behaviour. When $\mu_e$ is lowered uniformly from 1.3 eV to 0, the formation energy falls by 1.9378 eV. This is twice the depth $0.9689$ eV travelled below the vacancy level, and not twice 1.3 eV.

The singly positive state can be included as $E_{1+}=E_0+y+\Delta$ with $\Delta>0$. For $y\ge0$ it lies above $E_0$ by at least $\Delta$. For $y<0$ it lies above $E_{2+}$ by $\Delta-y>\Delta$. It is then never the lowest state, and with $g_1=2$ its weight relative to the lowest state is at most $2e^{-\Delta/k_BT}$.

### Remark on disorder

In an amorphous film the formation energy differs from site to site. Let $A_2$ have a Gaussian spread with standard deviation $\sigma$, and write $E_{2+}=\bar E+u$, with the mean $\bar E$ subject to Theorem 1. In the dilute regime the average weight is

$$e^{-\bar E/k_BT}\int\frac{e^{-u^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,e^{-u/k_BT}\,du .$$

Complete the square in the exponent:

$$-\frac{u^2}{2\sigma^2}-\frac{u}{k_BT}=-\frac{(u+\sigma^2/k_BT)^2}{2\sigma^2}+\frac{\sigma^2}{2(k_BT)^2}.$$

The remaining Gaussian integrates to 1. The effective formation energy is thus $\bar E-\sigma^2/(2k_BT)$. The correction contains no $\delta$, so the shift of $-2\delta$ survives the disorder. The sites that contribute most lie at $u=-\sigma^2/k_BT$. If their energy $\bar E-\sigma^2/k_BT$ is not well above zero, they fill up, the dilute average overstates the density, and the density grows more slowly than $e^{2\delta/k_BT}$.

## Second half: the gate, the feedback and an example

### Symbols and results carried over

The potential in the film is $\phi(x)$, zero at flat band. The local Fermi level above the valence-band edge is $E_F=E_F^0+e\phi$, and its lowering is $\delta=-e\phi$. A vacancy has formation energy $E_0$ when neutral and $E_{2+}=E_0+2(E_F-\varepsilon)$ when doubly positive, where $\varepsilon$ is its $(2+/0)$ level. Lowering $E_F$ by $\delta$ lowers $E_{2+}$ by $2\delta$ and leaves $E_0$ unchanged. With $\delta_{th}=E_F^0-\varepsilon$,

$$E_{2+}=E_0+2(\delta_{th}-\delta).$$

When the vacancy is neutral at first and ends doubly positive, its total formation free energy falls by about $2(\delta-\delta_{th})$. In equilibrium, and when few of the $N_s$ sites per volume are vacant, the density of doubly positive vacancies is $c=N_se^{-E_{2+}/k_BT}$.

What remains is to find the $\delta$ that a gate produces. It is not simply $e$ times the gate voltage, because positive charge in the film screens the gate, and new donors add to that charge.

### Theorem 2

The film occupies $0\le x\le t$ and has permittivity $\epsilon$. An insulator of capacitance $C$ per area separates its front, $x=0$, from the gate. The gate voltage $V<0$ is counted from flat band. The field at the back, $x=t$, is zero. The film contains $N_D$ shallow donors per volume, all ionized, and created doubly positive donors of density $c(x)$, with $S=\int_0^tc\,dx$ per area. Electrons and holes are negligible, and there is no further charge at the interfaces. The electrostatics is mean field: each donor feels the potential averaged over the plane.

This part has shown that lowering the local Fermi level by $\delta$ lowers the formation energy of a doubly positive vacancy by $2\delta$ and leaves that of a neutral one unchanged, so that a vacancy which is neutral at first gains only about $2(\delta-\delta_{th})$ once $\delta$ is well past $\delta_{th}$. What remains is to find the $\delta$ that a gate produces when the donors in the film screen it, and to work through an example and its limits.
